Half-precession switching time when a voltage cancels perpendicular anisotropy, part 1

(Sections cited here and not found follow in the second part.)

## The half turn under exact cancellation

Suppose that a voltage has removed the perpendicular anisotropy of a thin magnetic layer, so that its magnetization feels nothing but a fixed in-plane field B. Without damping, the equation of motion then contains two constants: the gyromagnetic ratio γ, in rad s⁻¹ T⁻¹, and the field B, in tesla. A product γᵖBᑫ has the unit s⁻ᵖ T^(q−p), because the radian is dimensionless. For this to be a time, the tesla must drop out, which requires q = p, and the power of the second must be one, which requires p = −1. A switching time therefore has the form

t = C/(γB),

where C is a pure number that could still depend on the direction from which the magnetization starts.

Symmetry fixes C. Let x be the direction of B and z the normal of the film. A field along x turns the magnetization about x, and a rotation by π about this axis acts on a unit vector m as

(m_x, m_y, m_z) → (m_x, −m_y, −m_z).

The two rest positions of the layer, with the voltage off, lie in the xz plane. One points above the film plane, the other below it, and both lean towards B by the same angle. The rotation by π carries one into the other, whatever this angle is. The angle of precession needed is thus C = π. What remains is to show that the rest positions have this form, that the precession rate is γB, and that the magnetization stays where the half turn leaves it.

The layer has thickness t_f and saturation magnetization M_s. It is taken to be uniformly magnetized at all times, so that one unit vector m(t) describes it; this is the macrospin model. Temperature is left out, and so are spin torques from a current through the barrier. The magnetic energy per film area is

E = −(K_i − ξV/d) m_z² + ½ μ₀M_s²t_f m_z² − M_s t_f B m_x.

The first term is the interface anisotropy. For K_i > 0 it is lowest when m points along the film normal. A voltage V across a barrier of thickness d produces the electric field V/d, which changes the anisotropy energy in proportion to the coefficient ξ. The sign is chosen so that positive V weakens the anisotropy. The second term is the demagnetizing energy of a thin, laterally extended film, which favours magnetization in the plane. The third term is the energy of the moment per area, M_s t_f m, in the field B. No anisotropy within the plane and no term in m_z⁴ is included. Such terms would in general survive when the coefficient of m_z² is made zero.

The two terms in m_z² combine into a net anisotropy per area,

K(V) = K_i − ξV/d − ½ μ₀M_s²t_f,

so that E = −K(V) m_z² − M_s t_f B m_x. The effective field is minus the derivative of E with respect to the moment per area:

B_eff = −(1/(M_s t_f)) ∂E/∂m = (B, 0, B_k(V) m_z),

B_k(V) = 2K(V)/(M_s t_f) = 2(K_i − ξV/d)/(M_s t_f) − μ₀M_s.

The factor 2 comes from differentiating m_z². The components of m were treated here as independent, although m has unit length. This does no harm, because a different extension of E away from the unit sphere would add to B_eff a vector along m, and such a vector exerts no torque.

Let B_k without argument denote the value at V = 0, assumed positive. Exact cancellation means B_k(V_c) = 0, hence K(V_c) = 0, and solving for the voltage gives

V_c = (K_i − ½ μ₀M_s²t_f) d/ξ.

The quantity cancelled is the net anisotropy, with the demagnetizing energy included. If the voltage removed the whole interface term K_i instead, the demagnetizing energy would be left over, and the film would have an easy plane rather than no anisotropy.

As a numerical example, take round model parameters: M_s = 1.0 MA/m, t_f = 1.0 nm, K_i = 0.73 mJ/m², d = 1.5 nm and ξ = 100 fJ/(V m). The demagnetizing energy per area is 0.6283 mJ/m², so the net anisotropy is

0.7300 − 0.6283 = 0.1017 mJ/m².

The moment per area is M_s t_f = 1.0 × 10⁻³ A, and therefore

B_k = 2 × 0.1017 × 10⁻³ / (1.0 × 10⁻³) T = 203.4 mT.

The electric field needed for cancellation is 0.1017 × 10⁻³ / (100 × 10⁻¹⁵) V/m, or 1.017 V/nm. Across 1.5 nm this is V_c = 1.53 V. A field of this size is comparable with the breakdown field of thin oxide barriers, so the numbers illustrate the formulas and are not a device design. The net anisotropy is a small difference of two larger energies, so a small relative change in K_i causes a much larger relative change in B_k and V_c. The same holds for the demagnetizing energy. The value used here belongs to a laterally extended film; in a disc of 1 nm thickness and 50 nm diameter it is about 9 % lower, which raises B_k to roughly 0.32 T and V_c to roughly 2.4 V. The example therefore uses the demagnetizing energy of an extended film, not that of an element of that size. Uniform magnetization, on the other hand, is a fair description only of a small element; an extended film or a large element can reverse non-uniformly, through domains, and the macrospin model does not cover this.

The rest positions at V = 0 follow from the energy. Divide E by M_s t_f, which gives an energy e measured in tesla, and write b = B/B_k:

e = −½ B_k m_z² − B m_x.

Since m has unit length, m_z² = 1 − m_x² − m_y². Insert this and complete the square in m_x:

e = −½ B_k + ½ B_k (m_x² − 2b m_x + m_y²)

= ½ B_k [(m_x − b)² + m_y²] − ½ B_k (1 + b²).

The square bracket cannot be negative. It vanishes at m_x = b, m_y = 0, and this point belongs to directions with nonzero m_z if b < 1. There are then two minima of equal energy,

m = (b, 0, +s) and m = (b, 0, −s), with s = √(1 − b²).

These are the two memory states. The field tilts both of them away from the film normal by an angle whose sine is b. For B = 40 mT,

b = 40.0/203.4 = 0.1967, s = 0.9805,

and the tilt is 11.3°. If b reaches 1, the two minima merge at m = (1, 0, 0), and there are no longer two states to switch between. The condition b < 1 is therefore part of the statement.

The equation of motion comes from angular momentum. An electron's magnetic moment is opposite to its spin angular momentum, so with γ > 0 the angular momentum per area is L = −(M_s t_f/γ) m. The torque on the moment is M_s t_f m × B_eff. Setting dL/dt equal to the torque and dividing by −M_s t_f/γ gives

dm/dt = −γ m × B_eff.

The g-factor is taken as 2, which gives γ = 2μ_B/ħ = 1.7588 × 10¹¹ rad s⁻¹ T⁻¹. In a material whose g-factor differs from 2, γ changes in proportion. If the applied field is quoted as H, then B here stands for μ₀H.

With B_eff = (B, 0, B_k(V)m_z), the cross product has the components

(m × B_eff)_x = m_y B_k(V) m_z,

(m × B_eff)_y = m_z B − m_x B_k(V) m_z,

(m × B_eff)_z = −m_y B.

At V = 0 all three vanish at (b, 0, ±s): m_y is zero, and B − B_k b = 0. The minima of the energy are thus states of zero torque, as they must be.

At time zero the voltage jumps to V_c while m is at rest in the upper state. The jump is assumed to be so fast that m does not move during it. Every term with B_k(V) then disappears, and the minus sign in the equation of motion gives

dm_x/dt = 0,

dm_y/dt = −γB m_z,

dm_z/dt = +γB m_y.

The component along the field keeps its initial value b. Differentiate the third equation and insert the second:

d²m_z/dt² = γB dm_y/dt = −(γB)² m_z.

This is a harmonic oscillation with angular frequency γB. The initial values are m_z = s and dm_z/dt = γB m_y = 0, so the solution is a pure cosine. The third equation then gives m_y = (dm_z/dt)/(γB). Hence

m(t) = (b, −s sin γBt, s cos γBt).

Substitution into the second equation confirms the sign: the derivative of −s sin γBt is −γB s cos γBt, which is −γB m_z.

The lower state is (b, 0, −s). To reach it, the sine must vanish while the cosine equals −1. This happens for the first time at γBt = π, so that

t_half = π/(γB).

If the voltage is switched off at this moment, the anisotropy returns and m is at a minimum of the restored energy. The torque is zero and the motion stops, without any help from damping. The reversal is complete for every b between 0 and 1 within this model.

For B = 40 mT the angular frequency is

γB = 1.7588 × 10¹¹ × 0.040 rad/s = 7.035 rad/ns,

and the switching time is t_half = 3.1416/7.035 ns = 0.447 ns. Equivalently, the precession frequency is 1.120 GHz, and half of its period is 1/(2 × 1.120 GHz), the same time. A gyromagnetic ratio quoted in Hz/T already contains a division by 2π; with that convention the formula reads 1/(2 × ratio × B). Numerical integration of the equation of motion, with the field obtained by differentiating the energy, gives half-turn times of 0.893, 0.447 and 0.223 ns for fields of 20, 40 and 80 mT, in agreement with the inverse proportionality.

The time t_half is the length of the pulse that brings m to rest in the other state. The sign of m_z changes earlier, at half this time, or 0.223 ns for 40 mT. At that moment m = (b, −s, 0), which lies in the film plane and is not a rest position. If the pulse ends there, m has enough energy to pass between the two hemispheres, and the side on which it finally comes to rest depends on the damping. When a switching time is quoted, it must therefore be said whether it refers to the change of sign or to the completed half turn.

The strength of the cancelled anisotropy does not appear in t_half. It enters through b, which sets the size of the cone on which m travels. The axis of the cone is x, and its half-angle is arccos b. A larger tilt makes the path shorter, since the radius s of the circle is smaller, but the speed γBs is smaller in the same proportion. The time for half the circle, πs/(γBs), is unchanged. If B tends to zero at fixed B_k, the time grows without bound. At B = 0 the cancelled layer has no torque on it at all, and m stays where it is.

The voltage thus does not push the magnetization towards the new state. It removes the barrier, and the in-plane field does the turning. The energies show this. When the voltage comes on, e rises from −½ B_k s² − Bb to −Bb, because the anisotropy term vanishes at fixed m. During the pulse e = −B m_x is constant. When the voltage goes off, e falls by ½ B_k s² again, because m_z² is the same as at the start. The net change of the magnetic energy is zero. The electrical energy spent in charging the barrier is a separate matter.

The same half turn takes the lower state to the upper one. The pulse therefore toggles the bit rather than writing a chosen value, and to write a chosen value one must know the state beforehand. Reversing the sign of B makes both states lean the other way and reverses the sense of precession, but the time becomes π/(γ|B|) and is not altered.

The symmetry also covers a start that is not at rest. The energy e at V = 0 contains m_z² and m_x, so it does not change under the rotation by π about x. If m is slightly displaced from the upper minimum when the pulse begins, the half turn takes it to the mirrored displacement from the lower minimum, with equal energy. The pulse does not enlarge the initial deviation. Random fields acting during the pulse are not covered by this argument.

A field that does not lie in the plane breaks this symmetry. Let the field be tilted out of the plane by a small angle η towards +z, with the anisotropy still cancelled. The axis then lies at an angle π/2 − η from the film normal. If m starts in the xz plane at an angle θ from the normal, half a turn reflects it through the axis, and it ends at the angle

2(π/2 − η) − θ = π − θ − 2η.

For η = 0 this is π − θ, the mirror state. Otherwise the end point is displaced by 2η, and the two rest positions are no longer mirror images of each other. The duration of the half turn is still π/(γB), with B the magnitude of the tilted field, but the landing is no longer at a rest position in general.

Without damping, a pulse that exactly cancels the net anisotropy carries m from one rest position to the other in the time t_half = π/(γB), for every b between 0 and 1. What remains is to see how damping, a different pulse length and incomplete cancellation change this result.

Numbers in the example were calculated in double precision.
